# Adding a correlation functional to CASSCF: what is counted twice: test program

```python
"""Result under test: E_CAS + E_c[n] double counts correlation. As the active
space grows to the whole basis, the missing correlation E_CAS - E_FCI goes to
zero, but a standard correlation functional E_c[n] keeps its size, so the sum
ends below the full-CI energy E_FCI by |E_c[n]|.
System: H2, two electrons in a singlet. The spatial wave function is
Psi(r1,r2) = sum_pq C_pq phi_p(r1) phi_q(r2), with C symmetric.
n = density, R = bond length. Energies in hartree (Eh) or millihartree (mEh).
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, mcscf, fci, dft, ao2mo

EV = physical_constants["Hartree energy in eV"][0]
NI = dft.numint.NumInt()


def singlet_ground(h, eri):
    """Lowest singlet of two electrons by direct diagonalization."""
    n = h.shape[0]
    one = np.eye(n)
    ham = eri.transpose(0, 2, 1, 3).copy()          # (pr|qs) -> [p,q,r,s]
    ham += np.einsum("pr,qs->pqrs", h, one)
    ham += np.einsum("pr,qs->pqrs", one, h)
    p, q = np.triu_indices(n)
    f = np.where(p == q, np.sqrt(0.5), 1.0)
    rows = ham[p, q]
    mat = (rows[:, p, q] + rows[:, q, p]) * f[:, None] * f[None, :]
    e, v = eigh(mat, subset_by_index=[0, 0])
    c = np.zeros((n, n))
    amp = v[:, 0] * np.where(p == q, 1.0, np.sqrt(0.5))
    c[p, q] = amp
    c[q, p] = amp
    return e[0], c


class Hydrogen2:
    def __init__(self, bond, basis="cc-pvtz"):
        self.mol = gto.M(atom=[["H", (0, 0, -bond / 2)], ["H", (0, 0, bond / 2)]],
                         unit="Bohr", basis=basis, verbose=0)
        self.mf = scf.RHF(self.mol)
        self.mf.conv_tol = 1e-11
        self.mf.kernel()
        assert self.mf.converged
        self.s = self.mol.intor("int1e_ovlp")
        self.enuc = self.mol.energy_nuc()
        self.mo = self.mf.mo_coeff
        self.n = self.mo.shape[1]
        self.h = self.mo.T @ self.mf.get_hcore() @ self.mo
        eri_ao = self.mol.intor("int2e", aosym="s8")   # kept in memory
        self.eri = ao2mo.restore(1, ao2mo.kernel(eri_ao, self.mo), self.n)
        e, self.c_mo = singlet_ground(self.h, self.eri)
        self.e_fci = e + self.enuc
        self.c_fci = self.mo @ self.c_mo @ self.mo.T
        occ = self.mo[:, :1]
        self.c_hf = occ @ occ.T

    def make_grid(self):
        self.grid = dft.gen_grid.Grids(self.mol)
        self.grid.level = 4
        self.grid.build()
        self.ao = NI.eval_ao(self.mol, self.grid.coords, deriv=1)

    def density_matrix(self, c):
        return 2 * c @ self.s @ c.T

    def casscf(self, ncas):
        w, u = np.linalg.eigh(self.c_mo)
        start = self.mo @ u[:, np.argsort(-abs(w))]   # natural orbitals
        mc = mcscf.CASSCF(self.mf, ncas, 2)
        mc.fcisolver = fci.direct_spin0.FCI(self.mol)
        mc.conv_tol = 1e-8
        mc.max_cycle_macro = 100
        mc.kernel(start)
        assert mc.converged
        act = mc.mo_coeff[:, :ncas]
        c = act @ np.asarray(mc.ci).reshape(ncas, ncas) @ act.T
        assert np.allclose(self.density_matrix(c), mc.make_rdm1(), atol=1e-6)
        return mc.e_tot, c

    def functional(self, code, c):
        dm = self.density_matrix(c)
        nel, exc, pot = NI.nr_rks(self.mol, self.grid, code, dm)
        assert abs(nel - 2) < 1e-3
        return float(exc), np.asarray(pot)

    def hartree(self, dm):
        return 0.5 * np.sum(self.mf.get_j(self.mol, dm) * dm)

    def ks_determinant_energy(self, c):
        """Energy of the one determinant that has the density of Psi."""
        dm = self.density_matrix(c)
        rho = NI.eval_rho(self.mol, self.ao, dm, xctype="GGA")
        ok = rho[0] > 1e-12
        t_s = np.sum(self.grid.weights[ok] * np.sum(rho[1:4, ok]**2, axis=0)
                     / (8 * rho[0, ok]))
        v_ext = np.sum(self.mol.intor("int1e_nuc") * dm)
        return self.enuc + t_s + v_ext + 0.5 * self.hartree(dm)

    def pair_density_energy(self, c):
        """Translated PBE: wave-function xc energy replaced by E_ot[n, Pi]."""
        dm = self.density_matrix(c)
        rho = NI.eval_rho(self.mol, self.ao, dm, xctype="GGA")
        ok = rho[0] > 1e-11
        rho = rho[:4, ok]
        ao0 = self.ao[0][ok]
        on_top = np.einsum("gi,gi->g", ao0 @ c, ao0)**2
        zeta = np.sqrt(np.clip(1 - 4 * on_top / rho[0]**2, 0, 1))
        up, down = rho * (1 + zeta) / 2, rho * (1 - zeta) / 2
        exc = NI.eval_xc("pbe,pbe", (up, down), spin=1)[0]
        e_ot = np.sum(self.grid.weights[ok] * rho[0] * exc)
        core = np.sum(self.mf.get_hcore() * dm)
        return self.enuc + core + self.hartree(dm) + e_ot


R_EQ, R_FAR = 1.4, 10.0
near, far = Hydrogen2(R_EQ), Hydrogen2(R_FAR)
for system in (near, far):
    system.make_grid()
    check = fci.direct_spin0.kernel(system.h, system.eri, system.n, 2)[0]
    assert abs(check + system.enuc - system.e_fci) < 1e-7

# Growing active spaces near equilibrium
spaces = [(1, near.mf.e_tot, near.c_hf)]
for size in (2, 5):
    spaces.append((size, *near.casscf(size)))
spaces.append((near.n, near.e_fci, near.c_fci))
print(f"H2, cc-pVTZ, {near.n} orbitals; R = {R_EQ} and {R_FAR} bohr")
print(f"R = {R_EQ} bohr: E_HF = {near.mf.e_tot:.6f} Eh, E_FCI = {near.e_fci:.6f} Eh")
print("active orbitals | E_CAS (Eh) | captured, missing, PBE E_c, error of sum (mEh)")
missing, added, errors = [], [], []
for size, energy, c in spaces:
    ec = near.functional(",pbe", c)[0]
    missing.append(energy - near.e_fci)
    added.append(ec)
    errors.append(energy + ec - near.e_fci)
    print(f"{size:3d} | {energy:.6f} | {1e3*(near.mf.e_tot-energy):.2f}, "
          f"{1e3*missing[-1]:.2f}, {1e3*ec:.2f}, {1e3*errors[-1]:.2f}")
assert all(a > b for a, b in zip(missing, missing[1:]))
assert all(a > b for a, b in zip(errors, errors[1:]))
assert max(added) - min(added) < 0.1 * missing[0]    # correction barely reacts
assert abs(errors[0]) < 0.3 * abs(errors[-1])        # one determinant: no overlap

# Other functionals, including the one obtained from the density itself
ec_qc = near.e_fci - near.mf.e_tot
ec_lyp = near.functional(",lyp", near.c_fci)[0]
ec_ks = near.e_fci - near.ks_determinant_energy(near.c_fci)
assert abs(ec_ks - ec_qc) < 3e-3                     # basis error and relaxation
assert ec_lyp < -0.02 and ec_ks < -0.02
print(f"E_FCI - E_HF = {1e3*ec_qc:.2f} mEh")
print(f"LYP E_c at FCI density = {1e3*ec_lyp:.2f} mEh")
print(f"Kohn-Sham E_c from FCI density = {1e3*ec_ks:.2f} mEh")

# Minimizing <H> + E_c[n] self-consistently over all singlet wave functions
c_mo, history = near.c_mo, []
for _ in range(12):
    c_ao = near.mo @ c_mo @ near.mo.T
    ec, pot = near.functional(",pbe", c_ao)
    one_body = 2 * np.sum(near.h * (c_mo @ c_mo.T))
    repulsion = np.einsum("pq,prqs,rs->", c_mo, near.eri, c_mo, optimize=True)
    history.append(one_body + repulsion + near.enuc + ec)
    c_mo = singlet_ground(near.h + near.mo.T @ pot @ near.mo, near.eri)[1]
assert abs(history[0] - (near.e_fci + added[-1])) < 1e-8
assert abs(history[-1] - history[-2]) < 1e-7
assert history[-1] <= history[0] + 1e-9
sc_error = history[-1] - near.e_fci
print(f"self-consistent FCI + PBE E_c: error = {1e3*sc_error:.3f} mEh "
      f"(not self-consistent: {1e3*errors[-1]:.3f} mEh)")

# How much the finite basis could excuse
large = Hydrogen2(R_EQ, "cc-pvqz")
basis_gain = large.e_fci - near.e_fci
assert basis_gain < 0 and abs(basis_gain) < 0.2 * abs(added[-1])
print(f"E_FCI change cc-pVTZ to cc-pVQZ = {1e3*basis_gain:.2f} mEh")

# Stretched bond: two configurations already describe two atoms
atom = gto.M(atom="H 0 0 0", basis="cc-pvtz", spin=1, verbose=0)
e_atom = eigh(atom.intor("int1e_kin") + atom.intor("int1e_nuc"),
              atom.intor("int1e_ovlp"), eigvals_only=True)[0]
e_cas_far, c_cas_far = far.casscf(2)
miss_far = e_cas_far - far.e_fci
ec_far = far.functional(",pbe", c_cas_far)[0]
ec_far_fci = far.functional(",pbe", far.c_fci)[0]
ec_ks_far = far.e_fci - far.ks_determinant_energy(far.c_fci)
ec_limit = -(5 / 16 - 1 / (2 * R_FAR))
assert abs(e_cas_far - 2 * e_atom) < 1e-4
assert -1e-8 < miss_far < 1e-4 and ec_far < -0.01
assert abs(ec_ks_far - ec_limit) < 3e-3              # finite basis for the atoms
print(f"R = {R_FAR} bohr: E_HF = {far.mf.e_tot:.6f} Eh, E_FCI = {far.e_fci:.6f} Eh")
print(f"CAS(2,2) = {e_cas_far:.6f} Eh, two H atoms = {2*e_atom:.6f} Eh")
print(f"missing from CAS(2,2) = {1e3*miss_far:.4f} mEh")
print(f"PBE E_c added to CAS(2,2) = {1e3*ec_far:.2f} mEh")
print(f"Kohn-Sham E_c from FCI density = {1e3*ec_ks_far:.2f} mEh")
print(f"-(5/16 - 1/(2R)) = {1e3*ec_limit:.2f} mEh")

# Well depth: part of the error cancels in the difference
depth = far.e_fci - near.e_fci
depth_sum = depth + ec_far_fci - added[-1]
print(f"well depth FCI = {depth:.6f} Eh = {depth*EV:.3f} eV")
print(f"well depth FCI + PBE E_c = {depth_sum:.6f} Eh = {depth_sum*EV:.3f} eV")

# Remedy: replace the wave-function xc energy instead of adding to it
ks_part = near.functional("pbe,pbe", near.c_hf)[0]
dm_hf = near.density_matrix(near.c_hf)
ks_energy = (near.enuc + np.sum(near.mf.get_hcore() * dm_hf)
             + near.hartree(dm_hf) + ks_part)
assert abs(near.pair_density_energy(near.c_hf) - ks_energy) < 1e-5
cases = [("R=1.4 CAS(2,2)", near, spaces[1][2], errors[1]),
         ("R=1.4 FCI", near, near.c_fci, errors[-1]),
         ("R=10 CAS(2,2)", far, c_cas_far, miss_far + ec_far),
         ("R=10 FCI", far, far.c_fci, ec_far_fci)]
print("errors against E_FCI (mEh): tPBE pair-density | plain sum with PBE E_c")
for label, system, c, sum_error in cases:
    pd_error = system.pair_density_energy(c) - system.e_fci
    print(f"{label}: {1e3*pd_error:.2f} | {1e3*sum_error:.2f}")
    assert abs(pd_error) < abs(sum_error)
print(f"error of FCI + PBE E_c at R = {R_EQ} bohr: {errors[-1]:.5f} Eh "
      f"= {errors[-1]*EV:.3f} eV")
print("verified")
```

It prints:

```
H2, cc-pVTZ, 28 orbitals; R = 1.4 and 10.0 bohr
R = 1.4 bohr: E_HF = -1.132961 Eh, E_FCI = -1.172335 Eh
active orbitals | E_CAS (Eh) | captured, missing, PBE E_c, error of sum (mEh)
  1 | -1.132961 | 0.00, 39.37, -43.66, -4.28
  2 | -1.151419 | 18.46, 20.92, -43.63, -22.72
  5 | -1.169014 | 36.05, 3.32, -43.58, -40.26
 28 | -1.172335 | 39.37, 0.00, -43.59, -43.59
E_FCI - E_HF = -39.37 mEh
LYP E_c at FCI density = -38.30 mEh
Kohn-Sham E_c from FCI density = -39.64 mEh
self-consistent FCI + PBE E_c: error = -43.868 mEh (not self-consistent: -43.593 mEh)
E_FCI change cc-pVTZ to cc-pVQZ = -1.46 mEh
R = 10.0 bohr: E_HF = -0.763920 Eh, E_FCI = -0.999623 Eh
CAS(2,2) = -0.999621 Eh, two H atoms = -0.999620 Eh
missing from CAS(2,2) = 0.0022 mEh
PBE E_c added to CAS(2,2) = -29.85 mEh
Kohn-Sham E_c from FCI density = -262.19 mEh
-(5/16 - 1/(2R)) = -262.50 mEh
well depth FCI = 0.172712 Eh = 4.700 eV
well depth FCI + PBE E_c = 0.186459 Eh = 5.074 eV
errors against E_FCI (mEh): tPBE pair-density | plain sum with PBE E_c
R=1.4 CAS(2,2): 2.15 | -22.72
R=1.4 FCI: -16.32 | -43.59
R=10 CAS(2,2): 1.23 | -29.84
R=10 FCI: 1.24 | -29.85
error of FCI + PBE E_c at R = 1.4 bohr: -0.04359 Eh = -1.186 eV
verified
```
